# The Transmission Zero of a Driven Delta Well Beyond Two Sidebands: a program that tests the result

```python
"""
Driven delta well, atomic units: H = p^2/2 - [g + lam*cos(w*t)] delta(x).
Result under test: for incident energy E = w - g^2/2 (one photon above the
bound state) transmission vanishes if only channels -1, 0, +1 are kept.
With all channels it does not vanish there, even as lam -> 0; the exact
zero is displaced by an energy of order lam^2, like the resonance width.
Channel n has energy E + n*w, wave number k_n and amplitude t_n at x = 0.
"""
import numpy as np
from scipy import sparse
from scipy.sparse.linalg import spsolve
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10


def wave_numbers(E, w, n):
    """Outgoing (open) or decaying (closed) wave numbers."""
    e = E + n * w
    return np.where(np.real(e) > 0, np.sqrt(2 * e + 0j),
                    1j * np.sqrt(-2 * e + 0j))


def ladder(E, g, lam, w, lo=-10, hi=10):
    """Channel amplitudes from the derivative jump at the well."""
    n = np.arange(lo, hi + 1)
    k = wave_numbers(E, w, n)
    off = np.full(len(n) - 1, lam / 2)
    A = np.diag(g + 1j * k) + np.diag(off, 1) + np.diag(off, -1)
    rhs = np.where(n == 0, 1j * k, 0)
    return n, k, np.linalg.solve(A, rhs)


def total_T(E, g, lam, w, lo=-10, hi=10):
    n, k, t = ladder(E, g, lam, w, lo, hi)
    k0 = k[-lo].real
    return float(np.sum(k.real * abs(t) ** 2) / k0)


def two_sideband_T(E, g, lam, w):
    """Closed formula for channels -1, 0, +1, away from the zero."""
    k0, k1 = np.sqrt(2 * E), np.sqrt(2 * (E + w))
    kap = np.sqrt(2 * (w - E))
    D = g + 1j * k0 - lam**2 / 4 * (1 / (g - kap) + 1 / (g + 1j * k1))
    t0 = 1j * k0 / D
    t1 = -lam / 2 * t0 / (g + 1j * k1)
    return abs(t0) ** 2 + k1 / k0 * abs(t1) ** 2


def grid_T(E, g, lam, w, lo, hi, a=0.01, half=200):
    """Coupled channels on a spatial grid with outgoing boundaries."""
    n = np.arange(lo, hi + 1)
    size = 2 * half + 1
    e = E + n * w
    c = 1 - a**2 * e
    z = np.where(e > 0, c + 1j * np.sqrt(np.maximum(1 - c**2, 0)),
                 c - np.sqrt(np.maximum(c**2 - 1, 0)))
    kin = sparse.diags([-0.5 / a**2, 1 / a**2, -0.5 / a**2],
                       [-1, 0, 1], shape=(size, size))
    ends = np.zeros(size)
    ends[[0, -1]] = 1
    centre = np.zeros(size)
    centre[half] = 1
    side = np.full(len(n) - 1, lam / 2)
    V = -(g * np.eye(len(n)) + np.diag(side, 1) + np.diag(side, -1)) / a
    A = (sparse.kron(sparse.eye(len(n)), kin)
         - sparse.kron(sparse.diags(e), sparse.eye(size))
         - sparse.kron(sparse.diags(z / (2 * a**2)), sparse.diags(ends))
         + sparse.kron(sparse.csr_matrix(V), sparse.diags(centre)))
    source = -np.kron(V[:, -lo], centre).astype(complex)
    phi = spsolve(A.tocsc(), source).reshape(len(n), size)[:, -1]
    phi[-lo] += z[-lo] ** half
    is_open = e > 0
    flux = z.imag[is_open] * abs(phi[is_open]) ** 2
    return float(np.sum(flux) / z[-lo].imag)


def time_domain(E, g, lam, w, channels, periods=48, per=300, keep=16):
    """psi(0,t) from the time-dependent equation in integral form,
    starting from a plane wave; late-time Fourier amplitudes."""
    N = periods * per
    h = 2 * np.pi / w / per
    t = h * np.arange(N)
    s = g + lam * np.cos(w * t)
    j = np.arange(1, N, dtype=float)
    weight = np.zeros(N, complex)
    weight[0] = 4 / 3
    weight[1:] = 4 / 3 * ((j + 1)**1.5 - 2 * j**1.5 + (j - 1)**1.5)
    first = np.zeros(N)
    first[1:] = 4 / 3 * ((j - 1)**1.5 - j**1.5) + 2 * np.sqrt(j)
    rev = weight[::-1].copy()
    c = 1j * np.exp(-1j * np.pi / 4) * np.sqrt(h / (2 * np.pi))
    incoming = np.exp(-1j * E * t)
    psi = np.zeros(N, complex)
    f = np.zeros(N, complex)
    psi[0] = 1
    f[0] = s[0]
    for m in range(1, N):
        memory = first[m] * f[0] + np.dot(rev[N - m:N - 1], f[1:m])
        psi[m] = (incoming[m] + c * memory) / (1 - c * weight[0] * s[m])
        f[m] = s[m] * psi[m]
    cut = slice(N - keep * per, N)
    return np.array([np.mean(psi[cut] * np.exp(1j * (E + n * w) * t[cut]))
                     for n in channels])


def zero_shift(g, lam, w):
    return -g * lam**2 / (4 * (np.sqrt(g**2 + 2 * w) - g))


def width_formula(g, lam, w):
    return g * lam**2 * np.sqrt(2 * w - g**2) / (4 * w)


def weak_limit_T(g, w):
    k0sq = 2 * w - g**2
    return k0sq / (k0sq + (np.sqrt(g**2 + 2 * w) - 2 * g) ** 2)


def exact_zero(g, lam, w):
    """Energy at which the full ladder has t_0 = 0."""
    Er = w - g**2 / 2

    def ratio(E):
        n, k, t = ladder(E, g, lam, w)
        return (t[10] / t[9]).real
    return brentq(ratio, Er + 2 * zero_shift(g, lam, w), Er,
                  xtol=1e-15, rtol=1e-14)


def peak_energy(g, lam, w, Ezero):
    res = minimize_scalar(lambda d: -total_T(Ezero + d * lam**2, g, lam, w),
                          bounds=(0, 1), method="bounded",
                          options={"xatol": 1e-7})
    return Ezero + res.x * lam**2


def resonance_pole(g, lam, w):
    """Complex energy where the full ladder has a source-free solution."""
    G = width_formula(g, lam, w)

    def inverse(E):
        return 1 / ladder(E, g, lam, w)[2][9]
    x0 = (w - g**2 / 2 + zero_shift(g, lam, w)
          + g**2 * lam**2 / (8 * w) - 0.4j * G)
    x1 = x0 + 0.1 * G
    f0, f1 = inverse(x0), inverse(x1)
    for _ in range(40):
        x2 = x1 - f1 * (x1 - x0) / (f1 - f0)
        x0, f0, x1 = x1, f1, x2
        if abs(x1 - x0) < 1e-7 * G:
            return x1
        f1 = inverse(x1)
    raise RuntimeError("pole search did not converge")


# Static bound energy from a discretized Hamiltonian (g = 1).
a, M = 0.05, 240
diagonal = np.full(2 * M + 1, 1 / a**2)
diagonal[M] -= 1 / a
Eb_grid = eigh_tridiagonal(diagonal, np.full(2 * M, -0.5 / a**2),
                           select="i", select_range=(0, 0))[0][0]
assert abs(Eb_grid + 0.5) < 1e-3   # grid error is of order a^2/8

# Two-sideband model: spatial grid against the formula and its zero.
grid_zero = grid_T(0.25, 1.0, 0.5, 0.75, -1, 1)
assert grid_zero < 1e-5
for E in (0.15, 0.30, 0.40):
    assert abs(grid_T(E, 1.0, 0.5, 0.75, -1, 1)
               - two_sideband_T(E, 1.0, 0.5, 0.75)) < 2e-3
grid_more = grid_T(0.25, 1.0, 0.5, 0.75, -4, 4)
assert abs(grid_more - total_T(0.25, 1.0, 0.5, 0.75, -4, 4)) < 3e-3
assert grid_more > 0.1

# Full problem: time integration against the channel ladder.
gt, lt, wt = 1.0, 0.8, 1.5
Ez_t = exact_zero(gt, lt, wt)
time_T0 = []
for E in (wt - gt**2 / 2, Ez_t):
    amp = time_domain(E, gt, lt, wt, (-2, -1, 0, 1))
    ref = ladder(E, gt, lt, wt)[2][8:12]
    assert np.max(abs(amp - ref)) < 1e-2   # step size and transients
    time_T0.append(abs(amp[2]) ** 2)
assert time_T0[0] > 0.3 and time_T0[1] < 1e-4

# Weak-drive limit at the unshifted energy, for several frequencies.
for w in (0.6, 0.75, 1.5, 50.0):
    assert abs(total_T(w - 0.5, 1.0, 0.01, w) - weak_limit_T(1.0, w)) < 2e-3
assert total_T(1.0, 1.0, 0.01, 1.5) > 0.998
assert abs(weak_limit_T(1.0, 1e7) - 0.5) < 1e-3
assert weak_limit_T(1.0, 0.5 + 1e-6) < 1e-4

# Zero, peak and width at small drive against leading-order formulas.
ls, ws = 0.02, 0.75
Ez_s = exact_zero(1.0, ls, ws)
shift_s = Ez_s - (ws - 0.5)
assert abs(shift_s / zero_shift(1.0, ls, ws) - 1) < 0.01
assert abs((peak_energy(1.0, ls, ws, Ez_s) - Ez_s) / (ls**2 / 4) - 1) < 0.01
pole_s = resonance_pole(1.0, ls, ws)
assert abs(-2 * pole_s.imag / width_formula(1.0, ls, ws) - 1) < 0.01

# Worked example: round model parameters.
Eb_eV, w_eV, ratio = -1.0, 1.5, 0.1
g = np.sqrt(-2 * Eb_eV / HARTREE)
w = w_eV / HARTREE
lam = ratio * g
Er = w - g**2 / 2
k0 = np.sqrt(2 * Er)
kap2 = np.sqrt(g**2 + 2 * w)
n3, k3, t3 = ladder(Er, g, lam, w, -1, 1)
T3 = total_T(Er, g, lam, w, -1, 1)
nf, kf, tf = ladder(Er, g, lam, w)
Tf = total_T(Er, g, lam, w)
assert T3 < 1e-20
assert abs(t3[0] - 2j * k0 / lam) < 1e-8
assert abs(Tf - total_T(Er, g, lam, w, -15, 15)) < 1e-9
reflected = np.sum(kf.real * abs(tf - (nf == 0)) ** 2) / k0
assert abs(Tf + reflected - 1) < 1e-10

Ez = exact_zero(g, lam, w)
Tz = total_T(Ez, g, lam, w)
tz = ladder(Ez, g, lam, w)[2]
assert Tz < 1e-16
assert abs(tz[9] - 2j * np.sqrt(2 * Ez) / lam) < 1e-6
Ep = peak_energy(g, lam, w, Ez)
pole = resonance_pole(g, lam, w)
width = -2 * pole.imag

print(f"bound-state energy: {Eb_eV:.3f} eV")
print(f"photon energy: {w_eV:.3f} eV")
print(f"incident energy: {Er * HARTREE:.3f} eV")
print(f"well strength g: {g * HARTREE * BOHR:.4f} eV angstrom")
print(f"modulation lam: {lam * HARTREE * BOHR:.4f} eV angstrom")
print(f"ratio lam/g: {ratio:.2f} (no unit)")
print(f"bound decay length 1/g: {BOHR / g:.4f} angstrom")
print(f"incident wave number k0: {k0 / BOHR:.4f} 1/angstrom")
print(f"kappa_2 in channel -2: {kap2 / BOHR:.4f} 1/angstrom")
print(f"k0/g: {k0 / g:.4f}; kappa_2/g: {kap2 / g:.4f} (no unit)")
print(f"static T, no drive: {k0**2 / (k0**2 + g**2):.4f} (no unit)")
print(f"two-sideband T at incident energy: {T3:.1e} (no unit)")
print(f"two-sideband |t_-1|: {abs(t3[0]):.3f} (no unit)")
print("T at incident energy by channels kept (no unit):")
for lo, hi in ((-1, 1), (-2, 1), (-2, 2), (-3, 3), (-10, 10)):
    print(f"  n = {lo} to {hi}: {total_T(Er, g, lam, w, lo, hi):.5f}")
print(f"full |t_-2|: {abs(tf[8]):.4f}; |t_0|: {abs(tf[10]):.4f} (no unit)")
print("full T at incident energy for weaker drive (no unit):")
for q in (0.1, 0.05, 0.02, 0.01):
    print(f"  lam/g = {q:.2f}: {total_T(Er, g, q * g, w):.5f}")
print(f"weak-drive limit formula: {weak_limit_T(g, w):.5f} (no unit)")
w3 = 1.5 * g**2
print(f"weak-limit T at photon = 3|Eb|: {weak_limit_T(g, w3):.4f} (no unit)")
print(f"exact zero energy: {Ez * HARTREE:.6f} eV")
print(f"zero shift, full: {(Ez - Er) * HARTREE:.6f} eV")
print(f"zero shift, formula: {zero_shift(g, lam, w) * HARTREE:.6f} eV")
print(f"full T at exact zero: {Tz:.1e} (no unit)")
print(f"peak minus zero, full: {(Ep - Ez) * HARTREE:.6f} eV")
print(f"peak minus zero, formula: {lam**2 / 4 * HARTREE:.6f} eV")
print(f"T at peak, full: {total_T(Ep, g, lam, w):.5f} (no unit)")
print(f"width, full pole: {width * HARTREE:.6f} eV")
print(f"width, formula: {width_formula(g, lam, w) * HARTREE:.6f} eV")
r = abs(zero_shift(g, lam, w)) / width_formula(g, lam, w)
print(f"|zero shift|/width, formulas: {r:.4f} (no unit)")
print("offset from incident energy (eV): T two-sideband, T full")
for d in (-0.020, -0.010, -0.005, 0.0, 0.005, 0.010, 0.020):
    E = Er + d / HARTREE
    print(f"  {d:+.3f}: {total_T(E, g, lam, w, -1, 1):.4f}, "
          f"{total_T(E, g, lam, w):.4f}")
print("time-integration check, g=1, lam=0.8, w=1.5 (atomic units):")
print(f"  |t_0|^2 at unshifted energy: {time_T0[0]:.4f} (no unit)")
print(f"  ladder value: {abs(ladder(1.0, gt, lt, wt)[2][10])**2:.4f} (no unit)")
print(f"  |t_0|^2 at exact zero: {time_T0[1]:.1e} (no unit)")
print(f"grid check, two-sideband zero: T = {grid_zero:.1e} (no unit)")
print("tests ok")
```

Running it gives:

```
bound-state energy: -1.000 eV
photon energy: 1.500 eV
incident energy: 0.500 eV
well strength g: 3.9038 eV angstrom
modulation lam: 0.3904 eV angstrom
ratio lam/g: 0.10 (no unit)
bound decay length 1/g: 1.9519 angstrom
incident wave number k0: 0.3623 1/angstrom
kappa_2 in channel -2: 0.8100 1/angstrom
k0/g: 0.7071; kappa_2/g: 1.5811 (no unit)
static T, no drive: 0.3333 (no unit)
two-sideband T at incident energy: 0.0e+00 (no unit)
two-sideband |t_-1|: 14.142 (no unit)
T at incident energy by channels kept (no unit):
  n = -1 to 1: 0.00000
  n = -2 to 1: 0.74042
  n = -2 to 2: 0.74042
  n = -3 to 3: 0.73813
  n = -10 to 10: 0.73813
full |t_-2|: 0.8584; |t_0|: 0.8584 (no unit)
full T at incident energy for weaker drive (no unit):
  lam/g = 0.10: 0.73813
  lam/g = 0.05: 0.73972
  lam/g = 0.02: 0.74017
  lam/g = 0.01: 0.74023
weak-drive limit formula: 0.74025 (no unit)
weak-limit T at photon = 3|Eb|: 1.0000 (no unit)
exact zero energy: 0.491381 eV
zero shift, full: -0.008619 eV
zero shift, formula: -0.008604 eV
full T at exact zero: 1.4e-27 (no unit)
peak minus zero, full: 0.004996 eV
peak minus zero, formula: 0.005000 eV
T at peak, full: 0.99833 (no unit)
width, full pole: 0.004693 eV
width, formula: 0.004714 eV
|zero shift|/width, formulas: 1.8251 (no unit)
offset from incident energy (eV): T two-sideband, T full
  -0.020: 0.2351, 0.1883
  -0.010: 0.1789, 0.0225
  -0.005: 0.1102, 0.7729
  +0.000: 0.0000, 0.7381
  +0.005: 0.9983, 0.5571
  +0.010: 0.6703, 0.4877
  +0.020: 0.4801, 0.4327
time-integration check, g=1, lam=0.8, w=1.5 (atomic units):
  |t_0|^2 at unshifted energy: 0.9190 (no unit)
  ladder value: 0.9189 (no unit)
  |t_0|^2 at exact zero: 9.9e-08 (no unit)
grid check, two-sideband zero: T = 2.1e-08 (no unit)
tests ok
```
